\section*{Why the hydrogen ground-state Stark series diverges: tunnelling and dispersion}

\section{Where to stop the series}

A calculation of the Stark shift of ground-state hydrogen must decide how many orders in the field to keep. At $F=0.05$ (atomic units throughout) the term of order 12 is $-1.6\times10^{-5}$, but that of order 40 is $-1.3\times10^{3}$. The stopping order follows from the growth of the coefficients, and that growth follows from ionization.

Take an infinitely heavy nucleus, no relativity and a static uniform field,
\begin{equation}
H=-\tfrac12\nabla^2-\frac1r+Fz,\qquad
E(F)\sim\sum_{N\ \rm even}E_NF^N=-\frac12-\frac94F^2-\frac{3555}{64}F^4-\dots
\end{equation}
For $F>0$ there is no bound state. The series belongs to a resonance with $\mathrm{Im}\,E=-\Gamma/2$. The result derived below is
\begin{equation}
E_N=-\frac6\pi\,N!\left(\frac32\right)^N\left[1-\frac{107}{18N}+O(N^{-2})\right],\qquad N=2k\to\infty .
\label{main}
\end{equation}
The growth $(2k)!(3/2)^{2k}$ thus carries the factor $-6/\pi$.

\section{One equation for both parabolic coordinates}

Let $\xi=r+z$, $\eta=r-z$, $\psi=f_1(\xi)f_2(\eta)$. Without angular dependence about $z$, $\nabla^2=\frac{4}{\xi+\eta}(\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta)$. Multiplying $(H-E)\psi=0$ by $r=(\xi+\eta)/2$ turns $Fz$ into $F(\xi^2-\eta^2)/4$ and separates the equation:
\begin{equation}
-(\xi f_1')'-\tfrac E2\xi f_1+\tfrac F4\xi^2f_1=\beta_1f_1,
\end{equation}
with the same equation for $f_2(\eta)$ with $F\to-F$, and $\beta_1+\beta_2=1$. Put $\kappa=\sqrt{-2E}$, $x=\kappa\xi$ (or $\kappa\eta$), $g=F/\kappa^3$, $\beta=\kappa b$:
\begin{equation}
-(xf')'+\tfrac x4f+\tfrac g4x^2f=b(g)f,\qquad \kappa B(g)=1,\quad B(g)=b(g)+b(-g).
\label{b}
\end{equation}
At $g=0$, $f=e^{-x/2}$ and $b=\tfrac12$.

For the coefficients, set $y=f'/f=-\frac12+\sum_j(g/4)^jy_j$ and $b=\frac12+\sum_j(g/4)^jb_j$. Since $x(y'+y^2)+y=\frac x4+\frac g4x^2-b$,
\begin{equation}
xy_j'-xy_j+y_j=\delta_{j1}x^2-x\sum_{i=1}^{j-1}y_iy_{j-i}-b_j .
\end{equation}
Comparing powers from the highest down gives $y_1=-(x+2)$, $y_2=x^2+7x+18$, $y_3=-(2x^3+26x^2+142x+356)$. For $j=4$ the sum is $5x^4+74x^3+473x^2+1532x+1748$, and the coefficients of $y_4$ are $5,99,869,4139,10026$. The constant terms require $b_j=-y_j(0)$, so $b_2=-18$, $b_4=-10026$ and
\begin{equation}
B=1-\tfrac94g^2-\tfrac{5013}{64}g^4-\dots
\end{equation}
Now $F=g/B^3$ and $E=-1/(2B^2)$. With Res the coefficient of $g^{-1}$, two integrations by parts give
\begin{equation}
E_N=\frac1N\,\mathrm{Res}\,\frac{B^{3N-3}B'}{g^{N}}=\frac{[g^N]\,B^{3N-2}}{3N-2}.
\end{equation}
Hence $E_2=-\frac94$ and $E_4=-\frac{5013}{64}+\frac92\cdot\frac{81}{16}=-\frac{3555}{64}$.

\section{Where the energy is analytic}

Let $\theta=\arg g$ and rotate $x\to xe^{i\phi}$ with $\phi=-\theta/3$. With $K=-\frac{d}{dx}x\frac{d}{dx}$, the operator in (\ref{b}) becomes
\begin{equation}
h=e^{i\theta/3}K+e^{-i\theta/3}\tfrac x4+e^{i\theta/3}\tfrac{|g|}4x^2 ,\qquad
\mathrm{Re}\langle h\rangle\ge\cos\tfrac\theta3\,\Big\langle K+\tfrac x4+\tfrac{|g|}{4}x^2\Big\rangle .
\label{form}
\end{equation}
For $|\theta|\le\pi+\delta$, with small $\delta>0$, the cosine is positive, so the spectrum is discrete.

The limit $g\to0$ is controlled as follows. Let $h_0$ be $h$ without its last term and $\alpha=2\theta/3$. Then
\begin{equation}
\|h_0f\|^2=\|Kf\|^2+\tfrac1{16}\|xf\|^2+\tfrac12\mathrm{Re}\,e^{-i\alpha}\langle Kf,xf\rangle .
\end{equation}
By parts, $\langle Kf,xf\rangle=P+\int x\bar f'f\,dx$ with $P=\int x^2|f'|^2dx$. The last integral has real part $-\frac12\|f\|^2$ and modulus at most $\sqrt P\|f\|$, so $P\le\|Kf\|\|xf\|+\frac12\|f\|^2$. Using $\frac12\|Kf\|\|xf\|\le\|Kf\|^2+\frac1{16}\|xf\|^2$, a negative $\cos\alpha$ removes at most the fraction $|\cos\alpha|<1$ of the first two terms, apart from an arbitrarily small further fraction and a multiple of $\|f\|^2$. Therefore $\|xf\|\le C(\|h_0f\|+\|f\|)$.

The resolvents at $-1$ differ by $-(h+1)^{-1}(h-h_0)(h_0+1)^{-1}$. Assign one factor $\sqrt{|g|}\,x$ to each side. The left one is bounded by (\ref{form}), the right one is $O(\sqrt{|g|})$ by the last bound. The resolvents thus converge in norm, uniformly in $\theta$. Rotation leaves the levels $\frac12,\frac32,\dots$ of $h_0$ unchanged because $|\phi|<\pi/2$, so one simple, analytic level $b(g)$ stays near $\frac12$. The perturbation vector cut at order $n$ satisfies the eigenvalue equation up to $O(|g|^{n+1})$. As the level is isolated, its energy error is also $O(|g|^{n+1})$: the series is asymptotic uniformly in $\theta$.

Since $F=g[1+O(g^2)]$ is invertible for small $g$, $E(F)$ is analytic for $0\le\arg F\le\pi$, $0<|F|\le R$, for some $R>0$. Conjugating (\ref{b}) gives $E(-F^*)=E(F)^*$. For normalizable $f$, $\mathrm{Im}\,b=\frac14\mathrm{Im}\,g\,\langle x^2\rangle$. When $F$ approaches the positive axis from above, $-g$ lies below the negative axis, so $\mathrm{Im}\,b(-g)<0$ and, from $E=-1/(2B^2)$, $\mathrm{Im}\,E<0$. This side carries the decaying state.

\section{The width, contribution by contribution}

The electron escapes along $\eta$, where (\ref{b}) holds with $-g$. Multiply by $\bar f$, take imaginary parts and integrate to $X$ beyond the barrier:
\begin{equation}
-\mathrm{Im}\,b(-g)=\frac{X\,\mathrm{Im}(\bar ff')_X}{\int_0^X|f|^2dx}=\frac{\text{flux}}{\text{norm}} .
\end{equation}

\textbf{Norm.} Reversing the sign of $g$ in $y_1$ and integrating gives $f=e^{-x/2}[1+g(\frac{x^2}8+\frac x2)]$ near the nucleus. With $\int_0^\infty x^ne^{-x}dx=n!$, the norm is $1+2g(\frac14+\frac12)=1+\frac32g$; the region outside adds an exponentially small amount.

\textbf{Flux.} Put $t=gx$, $s=\sqrt{1-t}$, $f=\exp(T_0/g+T_1+gT_2+\dots)$ and $b(-g)=\frac12-\frac g2+\dots$ With primes for $d/dt=-\frac1{2s}\frac d{ds}$, successive orders give
\begin{align}
tT_0'^2&=\tfrac14t(1-t),\\
tT_0''+2tT_0'T_1'+T_0'&=-\tfrac12,\\
tT_1''+t(T_1'^2+2T_0'T_2')+T_1'&=\tfrac12 .
\end{align}
Decay into the barrier selects $T_0'=-s/2$, so $dT_0/ds=s^2$. The second line gives
\begin{equation}
T_1'=\frac{1-s}{2ts}+\frac1{4s^2}=\frac{1+3s}{4s^2(1+s)},\qquad
\frac{dT_1}{ds}=-\frac1{1+s}-\frac1{2s}.
\end{equation}
In the third, $T_1''=\frac{3s^2+3s+1}{4s^4(1+s)^2}$, and
\begin{align}
\frac{dT_2}{ds}&=\frac{1-2T_1'}t-2(T_1''+T_1'^2)
=-\frac{2s^2+4s+1}{2s^2(1+s)^2}-\frac{21s^2+18s+5}{8s^4(1+s)^2}\nonumber\\
&=-\frac18\left[\frac5{s^4}+\frac8{s^3}+\frac4{s^2}+\frac4{(1+s)^2}\right].
\end{align}
For $t\to0$, $T_0/g=-\frac x2+\frac{gx^2}8$ and $T_1=\frac{gx}2$ reproduce the inner function if all $T_i$ vanish at $s=1$:
\begin{equation}
T_0=\frac{s^3-1}3,\quad e^{T_1}=\frac2{(1+s)\sqrt s},\quad
T_2=\frac18\left[\frac5{3s^3}+\frac4{s^2}+\frac4s+\frac4{1+s}\right]-\frac{35}{24}.
\end{equation}

The rotated solution decays along $t=1+\rho e^{i\pi/3}$. From there it grows both towards the barrier and towards the real axis outside, so the expansion can be carried both ways without passing through $t=1$. This path above $t=1$ gives $s=-i|s|$ outside, hence $f'/f\simeq i|s|/2$ (prime now $d/dx$), an outgoing wave. As $|1+s|^2=t$, the leading flux is
\begin{equation}
\frac tg\cdot\frac{4e^{-2/(3g)}}{t|s|}\cdot\frac{|s|}2=\frac2g\,e^{-2/(3g)} .
\end{equation}
Far outside, $T_2\to-\frac{35}{24}$ multiplies it by $1-\frac{35}{12}g$. Dividing by the norm,
\begin{equation}
\mathrm{Im}\,b(-g)=-\frac2g\,e^{-2/(3g)}\left[1-\left(\tfrac{35}{12}+\tfrac{18}{12}\right)g+O(g^2)\right].
\end{equation}

\textbf{Level shift.} Varying $\kappa B(F/\kappa^3)=1$ at fixed $F$ gives $\delta\kappa=-\kappa\,\delta B/(B-3gB')$, so $\delta E=-\kappa\,\delta\kappa=\delta B\,[1+O(F^2)]$. In the exponent a small shift matters more: $\kappa=1+\frac94F^2$ gives $\frac2{3g}=\frac{2\kappa^3}{3F}=\frac2{3F}+\frac92F$. The bound electron lies deeper, and the width is multiplied by $1-\frac{54}{12}F$. Altogether
\begin{equation}
\Gamma=\frac4F\,e^{-2/(3F)}\left[1-\frac{107}{12}F+O(F^2)\right].
\label{width}
\end{equation}

At $F=0.05$ ($2.57\times10^{10}$ V/m) the leading formula gives $1.296\times10^{-4}$. The flux, norm and level-shift corrections are $-0.146$, $-0.075$ and $-0.225$; their sum $-0.446$ brings the width to $7.18\times10^{-5}$. The computed width is $7.72\times10^{-5}$ (lifetime $1/\Gamma\approx0.31$ ps), so (\ref{width}) is 7\% below it. The division between flux and norm depends on the normalization $f(0)=1$; their sum, $\frac{53}{12}F$, does not, and the level shift, $\frac{54}{12}F$, slightly exceeds it.

\section{From the width to the coefficients}

In $G=F^2$ the upper half of the $F$ plane becomes a plane cut along $G>0$. The upper lip is $F>0$; the lower lip is $-F$ reached from above, where the energy is $E(F)^*$. The jump is $2i\,\mathrm{Im}\,E=-i\Gamma$. Integrate $E/G^{k+1}$ around a keyhole between a vanishing circle and $|G|=R^2$. On the small circle the uniform series leaves $2\pi iE_{2k}$, since the other powers integrate to zero and the remainder vanishes. With $dG/G=2\,dF/F$ and $N=2k$,
\begin{equation}
E_N=-\frac1\pi\int_0^R\frac{\Gamma(F)}{F^{N+1}}dF+\frac{1}{\pi R^N}\int_0^\pi E(Re^{i\theta})e^{-iN\theta}d\theta .
\label{disp}
\end{equation}

The arc grows at most as $R^{-N}$, which a factorial overtakes. At $R=0.1$, where the identity is tested numerically to a relative $10^{-5}$ for $N=2$ to 10, the contributions are:
\begin{center}
\begin{tabular}{cccc}
$N$ & cut & arc & share of cut\\
2 & $-0.116$ & $-2.134$ & 5\%\\
6 & $-3.21\times10^3$ & $-1.70\times10^3$ & 65\%\\
10 & $-1.871\times10^8$ & $-7.4\times10^6$ & 96\%
\end{tabular}
\end{center}
The quadratic shift is thus mostly arc at this $R$, while order 10 is mostly cut. The split depends on the chosen $R$ (at $R=0.06$ the cut gives only about 55\% of order 10); what holds for every fixed $R$ is that the cut takes over as $N$ grows.

Insert (\ref{width}) and put $u=1/F$. Extending the integral to $F=\infty$ changes it by at most order $R^{-N}$, and
\begin{equation}
-\frac4\pi\int_0^\infty u^Ne^{-2u/3}\left(1-\frac{107}{12u}\right)du
=-\frac4\pi N!\left(\frac32\right)^{N+1}\left[1-\frac{107}{12}\cdot\frac2{3N}\right],
\end{equation}
which is (\ref{main}). An $F^2$ correction to the width contributes at relative order $N^{-2}$. The barrier exponent $\frac23$ supplies $(3/2)^N$, the essential singularity supplies $N!$, and $\Gamma>0$ makes the high-order coefficients negative.

The leading integrand in $u$ peaks at $u=3N/2$, that is near $F=2/(3N)$ (per unit $F$ the peak is at $2/[3(N+2)]$): higher orders read the width at weaker fields. However small the field, tunnelling there is not zero, and the radius of convergence is zero.

The ratio of the exact coefficient to $-\frac6\pi N!(\frac32)^N$ is 0.487 at $N=10$, 0.858 at $N=40$ and 0.927 at $N=80$; the bracket in (\ref{main}) gives 0.406, 0.851 and 0.926. The leading law alone is therefore poor at order 10. Extrapolation in $1/N$ gives the limit 1.000002 and slope $-5.9444$, against $-107/18=-5.9444$. The program and its output give the numerical checks.

\section{The stopping order}

From the leading growth, successive terms have the ratio
\begin{equation}
\frac{E_{N+2}F^{N+2}}{E_NF^N}\simeq(N+1)(N+2)\left(\frac{3F}2\right)^2 ,
\end{equation}
which passes 1 near $N=2/(3F)-\frac32$. At $F=0.05$ this is 11.8, and the smallest term is indeed that of order 12. The sum through it is $-0.506115$; the resonance has $\mathrm{Re}\,E=-0.506105$. The difference, $1.0\times10^{-5}$, is 0.16\% of the Stark shift and smaller than the last term kept. Leaving that term out gives $-0.506099$, which is slightly closer, with a difference of $-6.6\times10^{-6}$. The smallest term thus marks where to stop only to within about one term, and its size indicates the error to expect in $\mathrm{Re}\,E$. The omitted imaginary part is larger: here $\Gamma/2=3.9\times10^{-5}$, 2.4 times the smallest term. Adding further orders eventually ruins the result. No partial sum gives the width, because every term is real. At stronger fields the smallest term comes earlier and is larger, and a direct resonance calculation is then the better choice.

\section*{Table of computed values}
\begin{verbatim}
Atomic units unless a unit is given
Exact E_2, E_4, E_6: -9/4 -3555/64 -2512779/512
Field F0 = 0.05 = 2.5711e+10 V/m
Re E(F0), separated equations = -0.506105425
Re E(F0), spherical whole atom = -0.506105425
Gamma(F0), separated equations = 7.71842e-05
Gamma(F0), spherical whole atom = 7.71842e-05
Lifetime 1/Gamma at F0 = 313.4 fs
Leading tunnelling formula at F0 = 1.29568e-04
With first correction at F0 = 7.18021e-05
Constant of T2 far outside the barrier: -35/24
Norm slope in g: 3/2
Derived slope of Im b correction in g: -53/12 = -4.4167
Same slope from computed levels = -4.4167
Derived slope of Gamma correction in F: -107/12 = -8.9167
Same slope from computed widths = -8.9167
Flux width against complex eigenvalue: largest relative gap = 3.3e-06
Weak fields used: F = 0.00400 to 0.01201
Gamma/leading formula extrapolated to F=0: 0.999999
Same extrapolation from F = 0.028 to 0.052: 1.0194
|F|=0.02: worst relative gap of remainder to E_6 F^6 = 0.072
Dispersion relation, R = 0.1: N, exact E_N, cut part, arc part
   2  -2.2500000e+00  -1.1605476e-01  -2.1339452e+00
   4  -5.5546875e+01  -1.7997764e+01  -3.7549111e+01
   6  -4.9077715e+03  -3.2079507e+03  -1.6998207e+03
   8  -7.9423693e+05  -6.8982224e+05  -1.0441467e+05
  10  -1.9453196e+08  -1.8712810e+08  -7.4037906e+06
Mean 1/F weighted in E_10: 18.13; leading formula 16.50
Large orders: N, E_N, E_N/[-(6/pi)N!(3/2)^N], 1-107/(18N)
  10  -1.94532e+08  0.48676  0.40556
  20  -1.12106e+22  0.72557  0.70278
  40  -1.47821e+55  0.85790  0.85139
  60  -5.28175e+92  0.90391  0.90093
  80  -1.54987e+133  0.92740  0.92569
Ratio extrapolated to infinite N = 1.0000022
Slope in 1/N: extrapolated -5.94440, derived -5.94444
Series at F0: smallest term at N = 12; 2/(3 F0) = 13.33
Smallest term = -1.618e-05
Sum through smallest term = -0.506115052
Re E(F0) minus that sum = 9.626e-06
Term N=40 at F0 = -1.344e+03
\end{verbatim}
